# Ultrasoft pseudopotentials with unpseudized augmentation and full core versus frozen-core PAW, part 2

The ultrasoft (US) functional with unpseudized augmentation and full core is compared with PAW and the frozen-core all-electron (AE) functional, in Hartree atomic units:

$$E_{AE}[\psi]=\sum_n f_n\langle\psi_n|T|\psi_n\rangle+\int v_{Zc}\,n+E_H[n]+E_{xc}[n+n_c]+E_0,\qquad n=\sum_n f_n|\psi_n|^2. \tag{1}$$

$$E_{US}=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\sum_{ij}\rho_{ij}D^0_{ij}+\int v^U n_v+E_H[n_v]+E_{xc}[n_v+n_c], \tag{2}$$

$$\tilde E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\int v^P(\tilde n+\hat n)+E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\hat n+\tilde n_c], \tag{3}$$

$$E^1-\tilde E^1=\sum_{ij}\rho_{ij}\Delta T_{ij}+\Big\{\int_\Omega v_{Zc}n^1+E_H[n^1]+E^\Omega_{xc}[n^1+n_c]\Big\}$$
$$\qquad-\Big\{\int_\Omega v^P(\tilde n^1+\hat n)+E_H[\tilde n^1+\hat n]+E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c]\Big\}. \tag{4}$$

The constant $E_0$ is dropped. Here $E_{PAW}=\tilde E+E^1-\tilde E^1$, $E_H[n]=\tfrac12(n|n)$ with Coulomb product $(a|b)$, $n_v=\tilde n+\sum_{ij}\rho_{ij}Q_{ij}$, $\hat n=\sum_{ij}\rho_{ij}\hat q_{ij}$, $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$, $q_{ij}=\int_\Omega Q_{ij}$, $\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|\beta_i\rangle\langle\beta_j|\tilde\psi_n\rangle$, $\tilde n=\sum_n f_n|\tilde\psi_n|^2$; $n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j$ and $\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j$ are cut off at the sphere $\Omega$ of radius $r_c$.

AE and pseudo partial waves $\phi_i$, $\tilde\phi_i$ agree outside $\Omega$; projectors $\beta_i$, confined to $\Omega$, are dual to $\tilde\phi_i$. The overlap operator is $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$, and $\Delta T_{ij}=\tfrac12\int_\Omega\big(\nabla\phi_i\cdot\nabla\phi_j-\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\big)$. Outside $\Omega$ the pseudo core $\tilde n_c$ equals the core $n_c$, and the local potentials $v^U$, $v^P$ equal the nucleus-plus-core potential $v_{Zc}$. $E^\Omega_{xc}$ is the xc energy in $\Omega$.

With reference AE potential $v_{AE}$ and smooth screened potential $v_{scr}$,

$$v_{AE}-v_{scr}=v_{Zc}-v^U\quad\text{everywhere}. \tag{10}$$

$$D^0_{ij}=\Delta T_{ij}+\int_\Omega(v_{Zc}-v^U)\,\phi_i\phi_j. \tag{11}$$

The hard choice $\hat q_{ij}=Q_{ij}$, $\tilde n_c=n_c$, $v^P=v^U$ gives

$$E_{US}[\tilde\psi]=E_{PAW}^{hard}[\tilde\psi]\quad\text{for every }\tilde\psi. \tag{12}$$

Soft $\hat q_{ij}$ share only the multipole moments of $Q_{ij}$. With $\Delta=n^1-\tilde n^1-\hat n$ and $\delta=\tilde n-\tilde n^1$,

$$v_H[\Delta]=0\ \text{outside }\Omega. \tag{14}$$

First corollary: $(\Delta_R|\Delta_{R'})=0$ for different spheres. Second: $\int W\Delta=0$ if $W$ is generated by charge outside $\Omega$.

Example: magnesium, LDA, $1s^22s^22p^6$ frozen, reference $3s^2$, $\varepsilon_{3s}=-0.175427$ Ha, $r_c=2.2$ bohr, $s$ channel only; $\tilde\phi_1$ is the pseudo $3s$ orbital. The trial orbital is the self-consistent Mg$^+$ orbital plus $t\eta$, with $\eta\propto r(1-r^2/r_c^2)^2\cos 3r$ normalized inside the sphere.

Q: Then give me the difference between (2) and soft PAW when nothing is assumed about completeness.

A: Take the same projectors, and insert (11) in (2). The terms $\sum f\langle T\rangle+\sum\rho\,\Delta T$ are common and drop. Three differences remain.

The ionic terms come first. Let $W$ be the ionic potential of all other atoms inside this sphere. It is the sum of their $v_{Zc}$ in both methods, since both local potentials equal $v_{Zc}$ outside their own spheres. Outside all spheres the integrands agree. Inside $\Omega$, US contributes $(v^U+W)(\tilde n+n^1-\tilde n^1)+(v_{Zc}-v^U)n^1$, and PAW contributes $(v^P+W)(\tilde n+\hat n)+v_{Zc}n^1-v^P(\tilde n^1+\hat n)$. The terms $v_{Zc}n^1$ cancel. The $v^U$ terms leave $v^U(\tilde n-\tilde n^1)$, the $v^P$ terms leave $-v^P(\tilde n-\tilde n^1)$, and the $W$ terms leave $W(n^1-\tilde n^1-\hat n)$. The difference is $\int_\Omega(v^U-v^P)\delta+\int_\Omega W\Delta$. The last integral vanishes by the second corollary, provided the neighbours' cores put no charge into $\Omega$. This is an assumption. In the magnesium example about $0.02$ of the ten core electrons lie outside $r_c$. A lone atom has no neighbouring sphere for them to enter, but in a compound such tails must stay out of the neighbouring spheres or be carried in the one-centre terms. An external potential with $\nabla^2W\ne0$ in $\Omega$ can likewise leave $\int W\Delta$ behind.

For the Hartree terms, $n_v=\tilde n+\hat n+\Delta$ and $n^1=\tilde n^1+\hat n+\Delta$. Expanding the quadratic form and dropping the inter-sphere products by the first corollary,

$$E_H[n_v]-E_H[\tilde n+\hat n]=(\tilde n+\hat n|\Delta)+\tfrac12(\Delta|\Delta),$$
$$E_H[n^1]-E_H[\tilde n^1+\hat n]=(\tilde n^1+\hat n|\Delta)+\tfrac12(\Delta|\Delta).$$

By (14) the products with $\Delta$ see only the densities inside $\Omega$, which is also why the cut-off of $n^1$ and $\tilde n^1$ at the sphere does no harm. The first line minus the second is $\int_\Omega\delta\,v_H[\Delta]$.

For exchange and correlation, a semilocal functional of a continuous density splits into the integral over $\Omega$ and the integral over the rest. Outside, $n_v+n_c=\tilde n+\tilde n_c$ and the two methods agree. Inside, $n_v+n_c=n^1+n_c+\delta$ and $\tilde n+\hat n+\tilde n_c=\tilde n^1+\hat n+\tilde n_c+\delta$. Collecting all three,

$$E_{US}-E_{PAW}=\int_\Omega\delta\,\big(v^U-v^P+v_H[\Delta]\big)+\Big\{E^\Omega_{xc}[n^1+n_c+\delta]-E^\Omega_{xc}[n^1+n_c]\Big\}$$
$$\qquad-\Big\{E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c+\delta]-E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c]\Big\}, \tag{15}$$

summed over spheres. This is exact under the stated assumptions. In the LDA, expanding both braces in $\delta$, with $v^1_{xc}=v_{xc}[n^1+n_c]$, $\tilde v^1_{xc}=v_{xc}[\tilde n^1+\hat n+\tilde n_c]$ and $f_{xc}=dv_{xc}/dn$,

$$E_{US}-E_{PAW}=\int_\Omega\delta\,w+\tfrac12\int_\Omega\big(f^1_{xc}-\tilde f^1_{xc}\big)\delta^2+O(\delta^3), \tag{16}$$
$$w=v^U-v^P+v_H[\Delta]+v^1_{xc}-\tilde v^1_{xc}.$$

Every term of (15) vanishes when $\delta=0$. The hard choice gives $\Delta=0$, $v^P=v^U$ and equal braces, which is (12) again.

In the example $\hat q_{ij}=q_{ij}\,g$ with $g\propto(1-r^2/r_c^2)^3$ per unit volume, and $\tilde n_c$ is the exponential of an even polynomial and holds $2.156$ electrons. On the trial orbital with $t=0.05$ the difference of the two coded functionals is $-1.745548\times10^{-5}$ Ha, formula (15) gives the same digits, and the linear term of (16) gives $-2.185408\times10^{-5}$ Ha. At $t=0.004$ the direct value is $-1.411844\times10^{-6}$ Ha and the linear term $-1.444547\times10^{-6}$ Ha, a remainder of $+3.27\times10^{-8}$ Ha, or $2.3\%$ of the direct value. Halving $t$ divides the remainder by $3.974$. The program asserts (15) to $10^{-7}$ and $10^{-8}$ Ha in the two cases and the ratio to lie between $3.6$ and $4.4$.

Q: You keep saying "complete". A finite set of functions is never complete. State the condition you use.

A: Define $\tilde\psi^1=\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi\rangle$, $\psi^1=\sum_i\phi_i\langle\beta_i|\tilde\psi\rangle$ and, inside $\Omega$, $\xi=\tilde\psi-\tilde\psi^1$. The partial waves are complete for a space $V$ of pseudo orbitals if $\xi=0$ for every $\tilde\psi$ in $V$. Since $|\tilde\psi|^2=|\tilde\psi^1+\xi|^2$,

$$\delta=\sum_nf_n\big(2\,\mathrm{Re}\,\xi_n^*\tilde\psi^1_n+|\xi_n|^2\big), \tag{17}$$

so $\xi=0$ gives $\delta=0$, and by (15)

$$E_{US}=E_{PAW}\quad\text{on }V. \tag{18}$$

The condition can be met in two ways. One is the limit of an infinite set whose expansion $\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi\rangle$ converges to $\tilde\psi$ for all smooth functions in the sphere; spanning them is not enough, because the projection is oblique, as discussed below. The other is exact with a finite set: take for $V$ the continuous functions that are combinations of the $\tilde\phi_i$ inside $\Omega$ and free outside. Such functions may have a kink at $r_c$. Their kinetic energy is finite in the gradient form $\tfrac12\int|\nabla\tilde\psi|^2$, which is the form meant throughout.

On $V$ the projectors no longer matter. If $\tilde\psi=\sum_jc_j\tilde\phi_j$ in $\Omega$, any set confined to $\Omega$ and dual to the $\tilde\phi_j$ returns $\langle\beta_i|\tilde\psi\rangle=c_i$. So in (18) PAW may have its own projectors and its own $v^P$, $\hat q$ and $\tilde n_c$.

PAW is also written with $\hat n$ left out of exchange and correlation. The xc part is then $E_{xc}[\tilde n+\tilde n_c]+E^\Omega_{xc}[n^1+n_c]-E^\Omega_{xc}[\tilde n^1+\tilde n_c]$, and the derivation of (15) goes through with $\hat n$ deleted from the second brace. Equation (18) survives. Equation (12) does not: even with $\tilde n_c=n_c$ the braces have the different base densities $n^1+n_c$ and $\tilde n^1+n_c$, and in general they cancel only for $\delta=0$. In that form of PAW completeness is needed from the start. The program does not code this form.

Q: Two approximate schemes can agree and both be wrong. What ties them to the frozen-core all-electron problem?

A: The PAW transformation $\psi=\tilde\psi+\psi^1-\tilde\psi^1$. Outside $\Omega$ it gives $\psi=\tilde\psi$. Inside, $\psi=\psi^1+\xi$ and $\tilde\psi=\tilde\psi^1+\xi$. Let $a(\cdot,\cdot)$ be any Hermitian form that is local in $\Omega$. Then

$$a(\psi,\psi)=a(\psi^1,\psi^1)+2\,\mathrm{Re}\,a(\xi,\psi^1)+a(\xi,\xi),$$
$$a(\tilde\psi,\tilde\psi)=a(\tilde\psi^1,\tilde\psi^1)+2\,\mathrm{Re}\,a(\xi,\tilde\psi^1)+a(\xi,\xi).$$

Subtracting,

$$a(\psi,\psi)=a(\tilde\psi,\tilde\psi)+a(\psi^1,\psi^1)-a(\tilde\psi^1,\tilde\psi^1)+2\,\mathrm{Re}\,a(\xi,\psi^1-\tilde\psi^1). \tag{19}$$

Take $a(x,y)=x^*(\mathbf r)y(\mathbf r)$ and sum with $f_n$: the AE density is $n=n_v+2\sum_nf_n\mathrm{Re}\,\xi_n^*(\psi^1_n-\tilde\psi^1_n)$. Take $a=\int_\Omega x^*y$: the norm of $\psi$ is $\langle\tilde\psi|S|\tilde\psi\rangle$ plus the cross term, and the same algebra with two different orbitals covers their overlap. Take $a=\tfrac12\int_\Omega\nabla x^*\cdot\nabla y$: the AE kinetic energy is $\sum f\langle\tilde\psi|T|\tilde\psi\rangle+\sum\rho\,\Delta T$ plus the cross term. Both US and PAW omit these cross terms, which are first order in $\xi$.

The ionic part of (2), with (11), is $\int v^Un_v+\int_\Omega(v_{Zc}-v^U)n^1$. Outside $\Omega$ it is $\int v_{Zc}\tilde n$. Inside, $n_v=n^1+\delta$ gives $\int_\Omega v_{Zc}n^1+\int_\Omega v^U\delta$. So the arbitrary potential $v^U$ couples to $\delta$ alone. On $V$ the cross terms and $\delta$ vanish, $n_v=n$ everywhere, the kinetic and ionic terms are those of (1), and the Hartree and xc functionals have the arguments of (1). The neighbours' potential $W$ acts on $n_v=n$ directly. Hence

$$E_{US}[\tilde\psi]=E_{AE}[\psi],\qquad\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\langle\psi_m|\psi_n\rangle\quad\text{on }V. \tag{20}$$

Neither (14) nor a splitting of $E_{xc}$ was used. Once $v^U$ and $D^0$ obey (10) and (11), equation (20) holds for any explicit functional of the density, nonlocal ones included, since (2) hands it the true density. Soft PAW needs semilocality, because $E^\Omega_{xc}$ has no meaning otherwise. Orbital-dependent exchange lies outside this argument, as it is not a functional of $n_v+n_c$.

Q: Equal energies at one set of orbitals do not make equal Hamiltonians. The self-consistent solutions could still differ.

A: The equalities (18) and (20) hold on all of $V$, so they can be differentiated along $V$. First the two Hamiltonians. From the definition of $\rho$,

$$\frac{\delta\rho_{ij}}{\delta\tilde\psi_n^*}=f_n\,\beta_i\langle\beta_j|\tilde\psi_n\rangle,\qquad\frac{\delta}{\delta\tilde\psi_n^*}\int v\,\tilde n=f_n\,v\,\tilde\psi_n. \tag{21}$$

In (2) a change of $n_v$ changes the energy by $\int v_{eff}\,dn_v$ with $v_{eff}=v^U+v_H[n_v]+v_{xc}[n_v+n_c]$, and $dn_v=d\tilde n+\sum Q_{ij}\,d\rho_{ij}$. With (21), $\delta E_{US}/\delta\tilde\psi_n^*=f_nH_{US}\tilde\psi_n$ and

$$H_{US}=T+v_{eff}+\sum_{ij}|\beta_i\rangle\Big(D^0_{ij}+\int v_{eff}Q_{ij}\Big)\langle\beta_j|. \tag{22}$$

In (3) the smooth potential is $\tilde v=v^P+v_H[\tilde n+\hat n]+v_{xc}[\tilde n+\hat n+\tilde n_c]$, acting on $d\tilde n+\sum\hat q_{ij}\,d\rho_{ij}$. In (4) everything depends on $\rho$, through $\partial n^1/\partial\rho_{ij}=\phi_i\phi_j$ and $\partial(\tilde n^1+\hat n)/\partial\rho_{ij}=\tilde\phi_i\tilde\phi_j+\hat q_{ij}$. So $H_{PAW}=T+\tilde v+\sum|\beta_i\rangle D^{PAW}_{ij}\langle\beta_j|$ with

$$D^{PAW}_{ij}=\int\tilde v\,\hat q_{ij}+\Delta T_{ij}+\int_\Omega v^1\phi_i\phi_j-\int_\Omega\tilde v^1\big(\tilde\phi_i\tilde\phi_j+\hat q_{ij}\big), \tag{23}$$

where $v^1=v_{Zc}+v_H[n^1]+v^1_{xc}$ and $\tilde v^1=v^P+v_H[\tilde n^1+\hat n]+\tilde v^1_{xc}$. The program checks (22) and (23) against central finite differences of the two energies along $\eta$, with the tolerance $10^{-5}(1+|dE/dt|)$.

Now take occupied orbitals in $V$ and any two functions $x,y$ in $V$. The functionals depend on the orbitals only through $\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|$. Add to this sum an orbital $x$ with infinitesimal occupation $\lambda$. All orbitals are still in $V$, so the three energies remain equal, and their derivatives with respect to $\lambda$ are $\langle x|H|x\rangle$. Equal diagonal elements for all $x$ in $V$ give equal off-diagonal elements, by applying the statement to $x+y$ and $x+iy$. With $x^{AE}=x+x^1-\tilde x^1$,

$$\langle x|H_{US}|y\rangle=\langle x|H_{PAW}|y\rangle=\langle x^{AE}|H_{AE}|y^{AE}\rangle. \tag{24}$$

Together with the overlap in (20), the generalized eigenvalue problems in $V$ have the same matrices, hence the same eigenvalues, corresponding eigenvectors and the same self-consistent energies. If completeness holds at every geometry, with partial waves and cores carried rigidly by the nuclei, the energy surfaces coincide and so do the forces. That last statement is not tested by the atomic program.

The limit of (24) deserves attention. With the occupied orbitals in $V$, $n_v-(\tilde n+\hat n)=\Delta$ and the xc arguments inside $\Omega$ are the one-centre ones, so $v_{eff}-\tilde v=w$ there. Where $w\neq0$ the operators are not equal pointwise, and matrix elements between $V$ and functions outside $V$ in general differ, because the derivative of (16) in such a direction is $\int_\Omega w\,d\delta$, which need not vanish at $\delta=0$. The exception is $w=0$. By (25) and (26) below this is the case at the reference when both local potentials come from one $v_{scr}$, and there the two operators coincide.

Q: Show me three independent calculations giving one number.

A: The quantity is the energy to take the $3s$ occupation from 2 to 1, $I=E(f=1)-E(f=2)$, in the spin-unpolarized model. At $f=2$ the frozen-core functional (1) gives $-15.86489532$ Ha without $E_0$. The program asserts that US and soft PAW give this value to $10^{-7}$ Ha at $\tilde\phi_1$, and that $\tilde\phi_1$ solves their equations at $\varepsilon_{3s}$ with a residual below $10^{-6}$. The soft $v^P$ is unscreened from the same $v_{scr}$ with the soft densities, so it differs from $v^U$. For $f=1$ the three functionals are solved self-consistently, US and PAW in the space $V$ built on $N$ pseudo waves, and AE in the corresponding space built on the $\phi_i$, with no projector in it. All three print the same digits:

| $N$ | $I$ (Ha) | $\varepsilon_{3s}$ of Mg$^+$ (Ha) |
|---|---|---|
| 1 | 0.29692632 | $-0.4245441$ |
| 2 | 0.29625158 | $-0.4234470$ |
| 3 | 0.29623379 | $-0.4234005$ |

The asserted tolerances are $10^{-7}$ Ha for energies, $10^{-6}$ Ha for eigenvalues, $10^{-6}$ for the matrices in (24) and $10^{-8}$ for the overlap. For $N=2$, $I=0.29625158\times27.211386=8.06142$ eV. The long strings of digits serve only to compare functionals on one mesh. The mesh is tested on hydrogenic levels and on one Hartree integral, and its convergence for magnesium is not tested. As a statement about the model, $I\approx8.06$ eV. This is not a prediction for magnesium: the ion has one unpaired electron, spin polarization of its xc energy lowers $I$ by about $0.33$ eV, to about $7.7$ eV, and the measured value is $7.65$ eV.

The spaces are nested, so the minimum of the $f=1$ energy can only fall with $N$. The program follows the $3s$-like state and does not test that it is the minimum in $V$, but the tabulated values do fall: by $6.7\times10^{-4}$ Ha from $N=1$ to 2 and by $1.8\times10^{-5}$ Ha from 2 to 3.

The gap between the ultrasoft functional and soft PAW is now known exactly, and it vanishes on the space where the partial waves are complete; there both also reproduce the frozen-core all-electron functional at the transformed orbitals, with equal Hamiltonian matrix elements. What remains is the behaviour when the pseudo orbitals are free inside the sphere, the role of core orthogonality, and whether the unpseudized augmentation and full core are really needed.
